# Inverse-Fourth-Power Rayleigh Loss from Weak, Uncorrelated Permittivity Fluctuations, part 2

Light crossing a transparent, nonmagnetic medium loses power to weak, static, random fluctuations of the relative permittivity $\bar\epsilon+\delta\epsilon(\mathbf r)$. Here $\delta\epsilon$ is a real scalar, $\langle\delta\epsilon\rangle=0$ and $n=\sqrt{\bar\epsilon}$; angle brackets average over the disorder. Fields vary as $e^{-i\omega t}$, $\lambda$ is the vacuum wavelength, $k_0=\omega/c=2\pi/\lambda$ and $k=nk_0$. The wave equation is

$$\nabla\times\nabla\times\mathbf E-k^2\mathbf E=k_0^2\,\delta\epsilon\,\mathbf E .$$

The outgoing function is $g(R)=e^{ikR}/(4\pi R)$. The incident wave has amplitude $E_0$, travels along $\hat{\mathbf z}$ and is polarized along the real unit vector $\mathbf e$. The first Born approximation puts this wave in place of $\mathbf E$ on the right. The scattered direction is $\hat{\mathbf s}$, with components $s_x,s_y,s_z$, and $\mathbf q=k(\hat{\mathbf s}-\hat{\mathbf z})$. The disorder enters through

$$C(\mathbf R)=\langle\delta\epsilon(\mathbf r+\mathbf R)\,\delta\epsilon(\mathbf r)\rangle,\qquad W=\int C(\mathbf R)\,d^3R ,$$

$$S(\mathbf q)=\int C(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}d^3R .$$

For independent cells of variance $s^2$ and volume $v$, $W=s^2v$.

The loss coefficient $\alpha$ is the mean scattered power per unit volume and unit incident intensity; power decays as $e^{-\alpha z}$. Part 1 found

$$\alpha=\frac{k_0^4}{16\pi^2}\int[1-(\hat{\mathbf s}\cdot\mathbf e)^2]S(\mathbf q)\,d\Omega ,$$

and, when the range of $C$ is far below the wavelength, $\alpha_0=k_0^4W/(6\pi)=8\pi^3W/(3\lambda^4)$. The loss in decibels per unit length is $4.343\,\alpha$.

The example has $n=1.45$, independent cubic cells of edge 1 nm and rms permittivity fluctuation $s=0.05$. At 1550 nm this gives $\alpha_0=0.0358\ \text{km}^{-1}$, or 0.156 dB/km.

Part 1 also tested the law by summing the fields of random cells of edge $a$. At $ka=0.2$ the mean loss was $0.960\pm0.013$ of the formula, with a reduction of 0.7% attributed to finite cell size. Compensated pairs, cells with opposite values, have $W=0$ and a loss that goes as $\lambda^{-6}$.

### The same loss from the mean field

The coefficient can also be found without collecting scattered power. Split the field into its mean and a remainder, $\mathbf E=\langle\mathbf E\rangle+\mathbf E'$. Averaging the wave equation gives

$$\nabla\times\nabla\times\langle\mathbf E\rangle-k^2\langle\mathbf E\rangle=k_0^2\langle\delta\epsilon\,\mathbf E'\rangle .$$

To first order, $\mathbf E'=k_0^2\int\mathsf G\,\delta\epsilon\,\langle\mathbf E\rangle\,d^3r'$, with $\mathsf G=(1+\nabla\nabla/k^2)g$. The right-hand side becomes $k_0^4\int C\,\mathsf G\,\langle\mathbf E\rangle\,d^3r'$. The mean field hardly changes over the range of $C$, so it can be taken outside. For an isotropic covariance, a transverse plane wave then has wavenumber $k_c$ with

$$k_c^2=k^2+k_0^4\int C(\mathbf R)\,G(\mathbf R)\,d^3R ,$$

where $G$ is the diagonal element of $\mathsf G$ along the field. The real part slightly shifts the mean index; when the range of $C$ is far below the wavelength, this shift is set by the variance $C(0)$ and not by $W$. The imaginary part is smooth at the origin. From

$$\operatorname{Im}g=\frac{\sin kR}{4\pi R}=\frac{k}{4\pi}\left(1-\frac{k^2R^2}{6}+\dots\right),$$

two derivatives along one axis give $-k^2/3$ inside the bracket, hence

$$\operatorname{Im}G(0)=\frac{k}{4\pi}\left(1-\frac13\right)=\frac{k}{6\pi}.$$

For weak damping $\operatorname{Im}k_c^2\simeq2k\operatorname{Im}k_c$, so $2\operatorname{Im}k_c=k_0^4W/(6\pi)=\alpha_0$. Power decays at twice the rate of the field, and the two routes agree. The imaginary parts of the transverse and longitudinal elements at $kR=0.01$ were tested and reproduce $\alpha_0$ within 0.1%.

### Finite contrast

Inside a small sphere of radius $a$ the electrostatic field is uniform. Let it be $E_{\rm in}$, and let the outside potential be $-E_0r\cos\theta+p\cos\theta/r^2$. Continuity of the potential and of the normal displacement requires

$$E_{\rm in}=E_0-\frac{p}{a^3},\qquad(\bar\epsilon+\delta\epsilon)E_{\rm in}=\bar\epsilon\left(E_0+\frac{2p}{a^3}\right).$$

Inserting $p/a^3=E_0-E_{\rm in}$ in the second equation gives

$$\frac{E_{\rm in}}{E_0}=\frac{3\bar\epsilon}{3\bar\epsilon+\delta\epsilon}.$$

The scattered power of the sphere is the Born value times the square of this ratio.

This was tested against the Mie series, summed through its first three orders, for $ka=0.03$. At $\delta\epsilon=0.01$ the Mie cross-section is 0.9965 of the Born value. At $\delta\epsilon=1$ it is 0.7449 of the Born value, where the squared field ratio predicts 0.7450. Both comparisons had a tolerance of 0.5%, and the first tests the Born prefactor at that level.

For the example, treat a cell as an isolated sphere with $\delta\epsilon=\pm s$ equally likely, and let $t=s/(3\bar\epsilon)=0.0079$. The mean correction factor is $\frac12[(1+t)^{-2}+(1-t)^{-2}]\simeq1+3t^2$, a relative increase of $1.9\times10^{-4}$. One part of this factor, $t^2$, comes from the mean dipole, which shifts the index and does not scatter; the variance of the dipole alone gives $1+2t^2$, and measuring the contrast against the shifted mean permittivity gives $1-2t^2$. The estimate thus fixes the order of the effect, $10^{-4}$, but not its coefficient or sign, and it does not treat the interaction of touching cells.

### Finite correlation length

For an isotropic covariance, expand the exponential in $S$. The linear term vanishes by symmetry, and the angular average of $(\mathbf q\cdot\mathbf R)^2$ is $q^2R^2/3$:

$$S(q)=W\left(1-\frac{q^2R_2}{6}+\dots\right),\qquad R_2=\frac1W\int R^2C\,d^3R .$$

If $\theta$ is the scattering angle, $q^2=2k^2(1-\cos\theta)$. The dipole pattern is unchanged when $\hat{\mathbf s}$ is reversed, so $\cos\theta$ averages to zero and $q^2$ to $2k^2$. Therefore

$$\frac{\alpha}{\alpha_0}=1-\frac{k^2R_2}{3}+\dots$$

For cubic cells of edge $a$, the covariance is proportional to $\prod_i(1-|X_i|/a)$. It is not isotropic, but its second moments are equal along the three axes and its mixed ones vanish, so the same expansion holds to this order. Each axis contributes

$$\frac{2\int_0^aX^2(1-X/a)\,dX}{2\int_0^a(1-X/a)\,dX}=\frac{a^3/6}{a}=\frac{a^2}{6},$$

so $R_2=a^2/2$ and the relative change is $-k^2a^2/6$. For $ka=0.2$ this is the 0.7% used in Part 1. In the example $k=5.88\times10^{-3}\ \text{nm}^{-1}$, and the change is $-5.8\times10^{-6}$.

Longer correlations alter the exponent itself. For $C=s^2e^{-R/\ell}$,

$$S(q)=\frac{4\pi s^2}{q}\int_0^\infty Re^{-R/\ell}\sin(qR)\,dR=\frac{8\pi s^2\ell^3}{(1+q^2\ell^2)^2}.$$

When $k\ell\gg1$, scattering is confined to small angles, where the dipole factor is close to one. From $q^2=2k^2(1-\cos\theta)$, the solid angle is $d\Omega=\pi\,d(q^2)/k^2$ after integration over azimuth. Since $\int_0^\infty d(q^2)/(1+q^2\ell^2)^2=1/\ell^2$,

$$\alpha\simeq\frac{k_0^4}{16\pi^2}\,\frac{\pi}{k^2}\,8\pi s^2\ell=\frac{k_0^2s^2\ell}{2n^2},$$

which goes as $\lambda^{-2}$ at fixed $n$. The full angular integral was tested at $k\ell=50$ and gives the exponent $-2.003$. At 1550 nm the local exponent $d\ln\alpha/d\ln\lambda$ is $-4.000$ for $\ell=1$ nm, $-3.50$ for 50 nm, $-2.49$ for 200 nm and $-2.08$ for 1000 nm, with $s$ and $n$ held fixed. A length of 50 nm is small beside the wavelength, yet it already changes the exponent by one half; the relevant condition is $k\ell\ll1$.

### Anisotropy, dispersion and absorption

Glass can also have local anisotropy. Add to $\delta\epsilon$ a symmetric traceless tensor $a_{ij}$ with isotropic statistics. Its integrated covariance must have the form

$$A\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right),$$

whose last coefficient makes the trace vanish. For a field along $z$, the induced components along $x$, $y$, $z$ have strengths $A$, $A$ and $4A/3$, a sum of $10A/3$. The integrated cross-covariance of the scalar and traceless parts vanishes, since no traceless isotropic second-rank tensor exists except zero. Viewed at right angles to both beam and field, the ratio of cross-polarized to co-polarized power is $\rho=A/(W+4A/3)$. Solving for $A$, the added loss relative to $\alpha_0$ is

$$\frac{10A}{3W}=\frac{10\rho/3}{1-4\rho/3}.$$

A rough value $\rho=0.03$ gives $0.100/0.960=0.104$. This 10% far exceeds the corrections found above for the cell size and contrast of the example.

The fourth power also assumes that $W$ does not depend on wavelength. To size its dispersion, let $\bar\epsilon-1$ be proportional to $1/(1-x)$ with $x=(\lambda_r/\lambda)^2$, and let $\delta\epsilon$ be proportional to $\bar\epsilon-1$. Then $W\propto(1-x)^{-2}$, and since $dx/d\ln\lambda=-2x$,

$$\frac{d\ln W}{d\ln\lambda}=-\frac{4x}{1-x}.$$

With a rough resonance wavelength $\lambda_r=100$ nm, the exponent shifts by $-0.017$ at 1550 nm and by $-0.10$ at 633 nm. This single ultraviolet resonance leaves out the infrared resonance of silica, which dominates the dispersion at 1550 nm. If $\delta\epsilon$ follows the full $\bar\epsilon-1$ of a three-term Sellmeier fit for fused silica, the shift is about $-0.10$ at both wavelengths and $-0.07$ at 850 nm. The value $-0.017$ therefore belongs to the one-resonance model and not to the glass.

Absorption adds $4\pi\kappa/\lambda$ to $\alpha$, where $\kappa$ is the extinction coefficient. It equals the scattering loss of the example at 1550 nm when $\kappa=\alpha_0\lambda/(4\pi)=4.4\times10^{-12}$, so a very small absorption already matters. Repeated scattering is negligible in a sample 1 m long, where the scattered fraction is $3.6\times10^{-5}$.

### A guided mode and its sidewalls

In a low-contrast guide, let the mode have transverse profile $u(x,y)$, and let core and cladding have the same $W$. Independent cells add their powers, each weighted by the local intensity. Treating the surroundings as uniform for the scattered light, the effective strength is $\int Wu^2dA/\int u^2dA=W$, and the bulk coefficient applies to the mode.

Rough sidewalls are a separate source. Consider a square core of width $w=4$ µm, core index $n=1.45$, cladding index $n_c=1.44$ and $\Delta=n^2-n_c^2=0.0289$. A wall displaced by a small $h(z)$, uniform over its height, adds $\delta\epsilon=\Delta\,h(z)\,\delta(x-w/2)$. Let $\langle h(z)h(0)\rangle=\sigma^2e^{-|z|/L}$, whose Fourier transform is $2\sigma^2L/(1+q_z^2L^2)$. Take a separable mode $u(x)u(y)e^{i\beta z}$, polarized along $x$, with $N=\int u^2dx$. The scattering integral of Part 1, for two uncorrelated walls and per unit mode power, becomes

$$\alpha_w=2\,\frac{k_0^4\Delta^2}{16\pi^2}\,\frac{u^2(w/2)}{N}\int(1-s_x^2)\frac{|F|^2}{N}\,\frac{2\sigma^2L}{1+q_z^2L^2}\,d\Omega ,$$

where $k=n_ck_0$, $F=\int_{-w/2}^{w/2}u(y)e^{-iks_yy}dy$ and $q_z=\beta-ks_z$. Inside the core $u=\cos\eta x$, with $\eta\tan(\eta w/2)=\gamma$ and $\eta^2+\gamma^2=k_0^2\Delta$; outside it decays at rate $\gamma$. The separable approximation has $\beta^2=n^2k_0^2-2\eta^2$.

For a hand estimate, treat the wall as tall. Then $|F|^2$ selects small $s_y$, and $\int|F|^2ds_y\simeq2\pi N/k$ if the mode lies within the core height. The remaining azimuthal integral of $1-s_x^2$ is $\pi$. Neglecting $q_zL$,

$$\alpha_w\approx\frac{k_0^4\Delta^2}{4k}\,\frac{u^2(w/2)}{N}\,2\sigma^2L .$$

With $\sigma=5$ nm, $L=100$ nm and $u^2(w/2)/N=0.105\ \text{µm}^{-1}$, this is about 22 dB/km. The full integral gives 12.9 dB/km. It is smaller because part of the mode lies above and below the wall and because $1/(1+q_z^2L^2)<1$. In this separable estimate the sidewall loss is 83 times the bulk Rayleigh loss. The true scalar mode of the square core, used in the same integral, gives 11.9 dB/km, about 8% less.

A finite-difference test of the slab mode agreed within 0.5% for $\eta$ and 1% for the wall intensity. The radiation integral was tested for a uniform wall of height $H$ with $kH=60$ and agreed within 2% with the tall-wall limit $k_0^4H/(8k)$. These tests do not cover the separable mode or the uniform surroundings.

With geometry, indices and roughness fixed, the separable mode gives a local exponent of $-2.69$ for the sidewall loss at 1550 nm. This number is sensitive to the approximation: the core guides weakly, and the true scalar mode spreads faster as the wavelength grows, which steepens the exponent to about $-3.2$. Bulk disorder with exponential correlations passes through either value for some $\ell$ between 50 and 200 nm. A fitted exponent alone therefore cannot identify the source. Varying the core width at fixed material can help, since in this model it changes the wall intensity and leaves the bulk term unchanged. The sidewall loss has a maximum as a function of width, however, and hardly changes near it. For the true scalar fundamental mode at 1550 nm the maximum lies near 3.7 µm, close to the width of the example, so a small change of width would show little. Widening the core from 4 to 6 µm lowers the sidewall loss by about a third.

### Comparison with real guides

The bulk result is of the size found in good silica fibre, whose total loss near 1550 nm is roughly 0.2 dB/km. The cell size and rms value are round choices, so this agreement reflects the inputs and does not test the theory; doping can also change $W$. Silica planar guides typically lose far more, roughly 1 dB/m, or 1000 dB/km. One assumption they break is that of perfect walls: the assumed roughness moves the example from 0.16 to about 13 dB/km, which is still far below 1000 dB/km. The 4 µm core width and the roughness are assumed values. At fixed $L$ and geometry the estimate scales as $\sigma^2$, so 20 nm roughness would give about 206 dB/km. Absorption and bends are further contributions. For silicon wires with a large index step, neither the uniform surroundings nor the continuous field at the wall is justified, and this sidewall estimate should not be used. The program's values for the example are listed in the numerical output below.

## Numbers as computed

```
TESTS
Mie/Born cross-section, contrast 0.01: 0.9965
Mie/Born cross-section, contrast 1: 0.7449
Small-sphere field factor squared, contrast 1: 0.7450
Random cells: number 1728, samples 3000
Random cells/law: 0.960 +- 0.013
Wavelength exponent, independent cells: -4.04
Wavelength exponent, compensated pairs: -5.99
Wavelength exponent, k*length = 50: -2.003
EXAMPLE INPUT
Mean index: 1.45; mean permittivity: 2.1025
Cell edge: 1.0 nm; rms permittivity noise: 0.050
Equivalent rms index noise: 0.0172
EXAMPLE RESULTS
W: 2.500e-03 nm^3
Bulk loss at 633 nm: 5.5915 dB/km
Bulk loss at 850 nm: 1.7198 dB/km
Bulk loss at 1310 nm: 0.3048 dB/km
Bulk loss at 1550 nm: 0.1555 dB/km
alpha at 1550 nm: 0.03581 1/km
Decay length 1/alpha at 1550 nm: 27.92 km
k in the medium at 1550 nm: 5.878e-03 1/nm
NEGLECTED EFFECTS AT 1550 nm
Finite cell size, relative change: -5.76e-06
Exponent for correlation length 1 nm: -4.000
Exponent for correlation length 50 nm: -3.501
Exponent for correlation length 200 nm: -2.492
Exponent for correlation length 1000 nm: -2.078
Finite cell contrast, relative change: 1.89e-04
Depolarization ratio (rough input): 0.03
Anisotropy, relative change: 0.104
Oscillator wavelength (rough input): 100 nm
Dispersion shift of exponent at 1550 nm: -0.0167
Dispersion shift of exponent at 633 nm: -0.1024
Scattered fraction in 1 m: 3.58e-05
Extinction coefficient for equal absorption: 4.42e-12
Core width: 4.0 um; index step: 0.01
Wall roughness rms: 5 nm; length: 100 nm
Mode intensity density at wall: 0.1047 1/um
Sidewall loss estimate: 12.86 dB/km
Sidewall/bulk loss: 82.7
Wavelength exponent of sidewall loss: -2.69
```
